\section*{Why mass polarization changes the Ps⁻ energy by under one percent}

\section{Definitions and conventions}

Two electrons, each of mass $1$ and charge $-1$, are bound to a particle of mass $M$ and charge $+1$. Atomic units are used. For Ps$^-$ the positive particle is a positron and $M=1$; the name H$^-$ here means $M=\infty$. The Hamiltonian contains the nonrelativistic kinetic energies and the Coulomb interactions. Relativistic corrections and annihilation are left out. The state is the ground state, a spin singlet with zero orbital angular momentum, so its spatial function $\psi$ is symmetric under exchange of the electrons and can be taken real.

Let $\mathbf r_1,\mathbf r_2$ be the electron positions measured from the positive particle, $\mathbf p_j=-i\nabla_j$, and $r_{12}=|\mathbf r_1-\mathbf r_2|$. In the centre-of-mass frame the electrons have momenta $\mathbf p_1$ and $\mathbf p_2$. The total momentum is zero, so the positive particle has momentum $-(\mathbf p_1+\mathbf p_2)$. The kinetic energy is therefore
\begin{align}
T&=\frac{p_1^2+p_2^2}{2}+\frac{(\mathbf p_1+\mathbf p_2)^2}{2M}\nonumber\\
&=\frac{p_1^2+p_2^2}{2\mu}+\frac{\mathbf p_1\cdot\mathbf p_2}{M},
\qquad \frac1\mu=1+\frac1M .
\label{eq:T}
\end{align}
The last term is the mass polarization. For Ps$^-$ its coefficient is $1/M=1$, which is the sense in which it has unit strength.

To separate it from the reduced-mass effect, replace every length $\mathbf r$ by $\mathbf r/\mu$ and every momentum $\mathbf p$ by $\mu\mathbf p$. The first kinetic term acquires $\mu^2/\mu=\mu$, the second $\mu^2/M$, and the Coulomb energy $\mu$. Hence $H=\mu h$ with
\begin{equation}
h(\lambda)=\frac{p_1^2+p_2^2}{2}+\lambda\,\mathbf p_1\cdot\mathbf p_2
-\frac1{r_1}-\frac1{r_2}+\frac1{r_{12}},
\qquad \lambda=\frac{\mu}{M}=\frac1{1+M}.
\label{eq:h}
\end{equation}
From here on, positions and momenta are the scaled ones. If $\varepsilon(\lambda)$ is the ground energy of $h(\lambda)$, then $E=\mu\,\varepsilon(\lambda)$. H$^-$ has $\lambda=0$, and Ps$^-$ has $\lambda=\mu=1/2$. Relative to the other kinetic terms, the coupling is thus halfway between its values for $M=\infty$ and $M\to0$.

\section{The reduced-mass contribution}

Without mass polarization, the positron's finite mass would only rescale H$^-$:
\begin{equation}
E_{\rm sc}=\tfrac12\varepsilon(0)=\tfrac12(-0.527751)=-0.263875\ \text{hartree}.
\end{equation}
The full calculation gives $E({\rm Ps}^-)=-0.262005$ hartree. The difference,
\begin{equation}
\Delta=E({\rm Ps}^-)-E_{\rm sc}=0.001870\ \text{hartree},
\end{equation}
is the whole effect of mass polarization in these coordinates, and is $0.71$ percent of $|E_{\rm sc}|$.

Weak angular correlation between the momenta explains why this effect is at most a few percent. It does not by itself explain why it is below one percent. That requires the response of the wavefunction, which can be isolated by first holding the wavefunction fixed.

\section{Mass polarization with a fixed wavefunction}

Define the expectation values in the ground state of $h(\lambda)$
\begin{equation}
\Pi(\lambda)=\langle\mathbf p_1\cdot\mathbf p_2\rangle_\lambda,\qquad
K(\lambda)=\langle p_1^2\rangle_\lambda=\langle p_2^2\rangle_\lambda,\qquad
c(\lambda)=\frac{\Pi(\lambda)}{K(\lambda)} .
\end{equation}
Because $\langle(\mathbf p_1\pm\mathbf p_2)^2\rangle=2K\pm2\Pi$ cannot be negative, $-1\le c\le1$. This $c$ is the correlation coefficient of the two momentum vectors.

It is sensitive to angular correlation. Suppose that $\psi=f(r_1,r_2)$ depends only on the two distances to the positive particle. Then, with $\theta$ the angle between $\mathbf r_1$ and $\mathbf r_2$,
\begin{equation}
\Pi=\int\nabla_1\psi\cdot\nabla_2\psi\,d\tau
=\int\cos\theta\,\frac{\partial f}{\partial r_1}\frac{\partial f}{\partial r_2}\,d\tau=0,
\end{equation}
since the average of $\cos\theta$ over directions is zero. Radial correlation, however strong, does not contribute to $\Pi$ in such a function.

In H$^-$ the calculated values are $\Pi(0)=0.03288$ and $K(0)=0.52775$, so $c(0)=0.0623$. If the scaled H$^-$ function is kept unchanged, mass polarization adds
\begin{equation}
\Delta_1=\mu\lambda\,\Pi(0)=\tfrac14(0.03288)=0.00822\ \text{hartree}.
\end{equation}
This is $3.12$ percent of $|E_{\rm sc}|$, more than four times the actual shift. The corresponding energy, $-0.255656$ hartree, is the expectation value of the Ps$^-$ Hamiltonian in a trial function, and hence an upper bound to its ground energy.

\section{The response of the wavefunction}

\subsection{An exact expression for the shift}

Let $\psi_\lambda$ be normalized. Differentiating $\varepsilon=\langle\psi_\lambda|h|\psi_\lambda\rangle$ gives
\begin{equation}
\frac{d\varepsilon}{d\lambda}
=\Pi(\lambda)+\varepsilon\,\frac{d}{d\lambda}\langle\psi_\lambda|\psi_\lambda\rangle
=\Pi(\lambda).
\label{eq:HF}
\end{equation}
The derivatives of the wavefunction combine into the derivative of the norm because $h\psi_\lambda=\varepsilon\psi_\lambda$, and the norm is constant. Integration gives
\begin{equation}
\Delta=\frac12\int_0^{1/2}\Pi(\lambda)\,d\lambda=\frac14\,\overline{\Pi},
\label{eq:int}
\end{equation}
where $\overline\Pi$ is the average over the interval. The calculation gives $\overline\Pi=0.00748$, so $\Delta=0.00187$ hartree. The average is much smaller than the initial value $0.03288$ because $\Pi$ falls as the coupling grows, reaching $-0.01789$ in Ps$^-$.

The fall has a variational cause. For any fixed normalized trial function, $\langle h(\lambda)\rangle$ is linear in $\lambda$. The ground energy is the minimum of all these linear functions, so $\varepsilon(\lambda)$ is concave and its slope $\Pi(\lambda)$ cannot increase. The wavefunction adjusts to make the added term less costly.

\subsection{What weak correlation guarantees}

A concave function lies below its tangents. The tangents at $\lambda=0$ and $\lambda=1/2$ give
\begin{equation}
\varepsilon(\tfrac12)\le\varepsilon(0)+\tfrac12\Pi(0),\qquad
\varepsilon(0)\le\varepsilon(\tfrac12)-\tfrac12\Pi(\tfrac12).
\end{equation}
Rearranging the second inequality and multiplying by $\mu=1/2$ yields
\begin{equation}
\tfrac14\Pi(\tfrac12)\le\Delta\le\tfrac14\Pi(0).
\end{equation}
With the calculated end values, $\Delta$ must lie between $-0.004472$ and $0.008220$ hartree, or between $-1.69$ and $3.12$ percent of $|E_{\rm sc}|$. The small end values thus permit a shift larger than one percent.

The same limitation can be written in terms of $c$. Under a uniform change of length, a trial function can be given kinetic energy $s^2\langle T\rangle$ and potential energy $s\langle V\rangle$, where $T$ and $V$ now denote the two parts of $h$. The energy is stationary at $s=1$, so $2\langle T\rangle+\langle V\rangle=0$ and
\begin{equation}
\varepsilon=-\langle T\rangle=-(K+\lambda\Pi)=-K(1+\lambda c).
\end{equation}
Dividing Eq.~(\ref{eq:HF}) by this expression and integrating,
\begin{equation}
\ln\frac{\varepsilon(1/2)}{\varepsilon(0)}
=-\int_0^{1/2}\frac{c(\lambda)}{1+\lambda c(\lambda)}\,d\lambda .
\label{eq:log}
\end{equation}
If $|c|\le c_m<1$ over the interval, the magnitude of the right side is at most
\begin{equation}
\int_0^{1/2}\frac{c_m}{1-\lambda c_m}\,d\lambda
=-\ln\left(1-\frac{c_m}{2}\right)\simeq\frac{c_m}{2}.
\end{equation}
A correlation of six percent therefore allows a relative energy change of about three percent. The calculated right side of Eq.~(\ref{eq:log}) is $-0.00711$, in agreement with the separately calculated energies. Here $c$ runs from $0.0623$ in H$^-$ to $-0.0336$ in Ps$^-$, and it is this variation, as well as its small size, that makes the integral small.

\subsection{The second-order part}

The leading response follows by differentiating the Schr\"odinger equation at $\lambda=0$:
\begin{equation}
(h-\varepsilon)|\psi'\rangle=-(\mathbf p_1\cdot\mathbf p_2-\Pi)|0\rangle .
\end{equation}
Projection onto an excited state $|n\rangle$ gives
\begin{equation}
\langle n|\psi'\rangle=-
\frac{\langle n|\mathbf p_1\cdot\mathbf p_2|0\rangle}{\varepsilon_n-\varepsilon_0}.
\end{equation}
Since $\varepsilon''=2\langle0|\mathbf p_1\cdot\mathbf p_2|\psi'\rangle$ for real functions, the coefficient of $\lambda^2$ in $\varepsilon$ is
\begin{equation}
\varepsilon_2=\frac{\varepsilon''(0)}2
=-\sum_{n\ne0}
\frac{|\langle n|\mathbf p_1\cdot\mathbf p_2|0\rangle|^2}{\varepsilon_n-\varepsilon_0}.
\end{equation}
The sum includes the continuum, which a finite basis represents by discrete states. No term raises the energy. The calculated $\varepsilon_2=-0.05980$ gives
\begin{equation}
\Delta_2=\mu\lambda^2\varepsilon_2
=\tfrac18(-0.05980)=-0.007475\ \text{hartree}.
\end{equation}
It removes about $91$ percent of $\Delta_1$. The sum $\Delta_1+\Delta_2=0.000745$ hartree is nevertheless too small: the remaining $0.001125$ hartree is not captured at second order. Second-order theory identifies the cause of the reduction but does not give the final shift accurately.

The full response, $\Delta-\Delta_1=-0.006350$ hartree, removes about $77$ percent of the fixed-wavefunction shift.

\section{Why the momentum correlation changes sign}

Repulsion and mass polarization favour opposite kinds of angular correlation. A simple trial function shows the signs:
\begin{equation}
\psi=e^{-k(r_1+r_2)}(1+\eta\,\mathbf r_1\cdot\mathbf r_2),\qquad |\eta|\ \text{small}.
\end{equation}
Positive $\eta$ favours electrons on the same side of the positive particle; negative $\eta$ favours opposite sides. Averages over the unperturbed function, denoted by subscript $0$, use the density $e^{-2kr}$ for each electron. They give $\langle r\rangle_0=3/(2k)$ and $\langle r^2\rangle_0=3/k^2$, while $\langle\cos^2\theta\rangle_0=1/3$. The norm does not change to first order because $\langle\mathbf r_1\cdot\mathbf r_2\rangle_0=0$. Therefore
\begin{equation}
\langle\mathbf r_1\cdot\mathbf r_2\rangle
=2\eta\langle(\mathbf r_1\cdot\mathbf r_2)^2\rangle_0
=\frac{2\eta}{3}\left(\frac3{k^2}\right)^2=\frac{6\eta}{k^4}.
\end{equation}
For the momenta, the gradients are
\begin{align}
\nabla_1\psi&=e^{-k(r_1+r_2)}
[-k\hat{\mathbf r}_1(1+\eta\mathbf r_1\cdot\mathbf r_2)+\eta\mathbf r_2],\\
\nabla_2\psi&=e^{-k(r_1+r_2)}
[-k\hat{\mathbf r}_2(1+\eta\mathbf r_1\cdot\mathbf r_2)+\eta\mathbf r_1].
\end{align}
The term without $\eta$ in their product is proportional to $\cos\theta$ and averages to zero. The terms linear in $\eta$ give
\begin{align}
\langle\mathbf p_1\cdot\mathbf p_2\rangle
&=2\eta k^2\langle r_1r_2\cos^2\theta\rangle_0
-\eta k\langle r_1+r_2\rangle_0\nonumber\\
&=\frac{3\eta}{2}-3\eta=-\frac{3\eta}{2}.
\end{align}
Position and momentum correlations thus have opposite signs in this model.

The part of $1/r_{12}$ proportional to $\cos\theta$ is $(r_</r_>^2)\cos\theta$, where $r_<$ and $r_>$ are the smaller and larger of $r_1,r_2$. To first order, the repulsion energy changes by
\begin{equation}
2\eta\left\langle r_1r_2\frac{r_<}{r_>^2}\cos^2\theta\right\rangle_0
=A\eta,\qquad A=\frac23\left\langle\frac{r_<^2}{r_>}\right\rangle_0>0.
\end{equation}
The kinetic energy without mass polarization and the attraction to the positive particle have no linear term. Both operators are unchanged when one electron alone is rotated about the positive particle. Acting on the part of $\psi$ without $\eta$, they therefore give a function independent of $\theta$, whose overlap with the part proportional to $\cos\theta$ averages to zero. The total linear change is $(A-3\lambda/2)\eta$. Repulsion makes negative $\eta$ favourable and hence $\Pi$ positive. Mass polarization makes positive $\eta$ favourable and hence $\Pi$ negative. In this trial function both act through the same angular factor, $\mathbf r_1\cdot\mathbf r_2$; the exact state has further freedom, so this factor describes only part of its response.

The full calculations agree with this assignment of signs in the three cases below; in the exact state the two correlations need not vanish at the same $\lambda$, as they do in the model. In H$^-$, with repulsion and no mass polarization, $\langle\mathbf r_1\cdot\mathbf r_2\rangle=-0.687$ and $\Pi=0.03288$. With mass polarization at $\lambda=1/2$ but no repulsion, they are $0.660$ and $-0.27580$. In Ps$^-$, where both act, they are $0.457$ and $-0.01789$. All values are in scaled atomic units. The effects are not additive: removing repulsion changes the entire state, so that case establishes a sign, not the size of a contribution to Ps$^-$.

\section{Other masses and the limits of the explanation}

The calculated $\Pi$ vanishes at $\lambda=0.330$, or $M=2.03$ electron masses. There $\varepsilon$ reaches its maximum, $-0.52256$. The path from H$^-$ to Ps$^-$ consequently has two parts:
\begin{align}
\varepsilon_{\max}-\varepsilon(0)&=-0.52256+0.52775=0.00519,\\
\varepsilon(\tfrac12)-\varepsilon_{\max}&=-0.52401+0.52256=-0.00145.
\end{align}
Their sum is $0.00374$, and multiplication by $\mu=1/2$ recovers $\Delta=0.00187$ hartree. With $\Pi$ fixed at its initial value the sum would have been $\Pi(0)/2=0.01644$. Had $\Pi$ fallen as calculated but stayed at zero after reaching it, the sum would have been $0.00519$. The decrease of $\Pi$ to zero thus accounts for about $89$ percent of the reduction, and its change of sign for the rest.

The maximum also settles the case of other masses. The largest relative rise is $0.00519/0.52775$, or $0.98$ percent. Concavity places $\varepsilon(\lambda)$ above the straight line joining its values at $0$ and $1/2$, both of which are at least $\varepsilon(0)$. For every $M\ge1$ the energy thus lies between zero and about $0.98$ percent, in any case less than one percent, above the correspondingly scaled H$^-$ energy.

For a heavy positive particle, $\lambda\simeq1/M$ is small and the first-order term dominates. The magnitude of the second-order term relative to it is
\begin{equation}
\frac{|\varepsilon_2|\lambda}{\Pi(0)}
=\frac{0.05980}{0.03288}\lambda\simeq1.8\,\lambda .
\end{equation}
A fixed-wavefunction estimate is justified when this ratio is much less than one. At $\lambda=1/2$ it is about $0.91$, and the estimate fails.

The opposite limit, $M\to0$, shows that weak correlation is not a general property of the Hamiltonian. The scaled kinetic energy can be written
\begin{equation}
T=\frac{1+\lambda}{4}(\mathbf p_1+\mathbf p_2)^2
+\frac{1-\lambda}{4}(\mathbf p_1-\mathbf p_2)^2 .
\end{equation}
As $\lambda\to1$, the kinetic cost of localizing the separation $\mathbf r_1-\mathbf r_2$ disappears. The two electrons act as heavy centres bound by a light positive particle, as the nuclei are bound by the electron in H$_2^+$. In the harmonic approximation about the equilibrium distance, the vibrational kinetic energy is proportional to $\sqrt{1-\lambda}$, so $\langle(\mathbf p_1-\mathbf p_2)^2\rangle$ grows as $(1-\lambda)^{-1/2}$. It then exceeds $\langle(\mathbf p_1+\mathbf p_2)^2\rangle$ without limit, and $c\to-1$.

\section{Weight in the binding energy}

A shift below one percent of the total energy is not negligible for the stability of the ion. The threshold for removing one electron is $-\mu/2=-0.2500$ hartree, the energy of the remaining one-electron atom. It is the same for scaled H$^-$ and Ps$^-$ because a one-electron atom has no mass polarization. The binding energies are
\begin{align}
B_{\rm sc}&=0.263875-0.250000=0.013875\ \text{hartree},\\
B({\rm Ps}^-)&=0.262005-0.250000=0.012005\ \text{hartree}.
\end{align}
Mass polarization lowers the binding by $13.5$ percent of $B_{\rm sc}$. With the wavefunction fixed, the binding would be only $0.005656$ hartree. The response recovers much of the lost binding.

\section{Accuracy and choice of coordinates}

The energies were obtained variationally with $372$ correlated basis functions. Enlarging the basis from a smaller set changed each by less than $10^{-6}$ hartree. A separate calculation used Gaussian functions of the interparticle distances and the coordinates $\mathbf R=(\mathbf r_1+\mathbf r_2)/2$ and $\boldsymbol\rho=\mathbf r_1-\mathbf r_2$. In unscaled units their conjugate momenta satisfy $\mathbf p_{1,2}=\mathbf P_R/2\pm\mathbf P_\rho$. Substitution in Eq.~(\ref{eq:T}) gives
\begin{equation}
T=\left(\frac14+\frac1{2M}\right)P_R^2+P_\rho^2 ,
\end{equation}
with no product of different momenta. This calculation gave a shift of $0.00184$ hartree, against $0.00187$ from the more accurate basis of $372$ functions. The difference between Ps$^-$ and scaled H$^-$ does not depend on the coordinates; its description as mass polarization belongs to positions measured from the positive particle. The numerical output lists the values used here.

\section*{Table of computed values}
\begin{verbatim}
Scaled a.u. = atomic units after lengths are scaled by 1/mu
Ps-: M = 1.0 m_e, mu = 0.50 m_e, lambda = 0.50
Number of basis functions: 372
H- energy, infinite nuclear mass: -0.527751 hartree
Scaled H- energy: -0.263875 hartree
Ps- energy: -0.262005 hartree
Basis change, H-: 7.6e-08 hartree
Basis change, Ps-: 2.8e-08 hartree
Gaussian check, H-: -0.52765 hartree
Gaussian check, Ps-: -0.26198 hartree
Gaussian check, shift: 0.00184 hartree
Actual shift: 0.001870 hartree
Actual shift / |scaled H-|: 0.71 percent
First-order shift: 0.008220 hartree
First-order relative shift: 3.12 percent
Lower tangent bound on shift: -0.004472 hartree
Lower bound, relative: -1.69 percent
Energy to first order: -0.255656 hartree
Second-order coefficient eps2: -0.05980 scaled a.u.
Second-order contribution: -0.007475 hartree
Energy to second order: -0.263130 hartree
<p1.p2> in H-: 0.03288 scaled a.u.
<p1.p2> in Ps-: -0.01789 scaled a.u.
<p1.p2> averaged over lambda: 0.00748 scaled a.u.
<p1^2> in H-: 0.52775 scaled a.u.
<p1^2> in Ps-: 0.53295 scaled a.u.
Correlation c in H-: 0.0623 (no unit)
Correlation c in Ps-: -0.0336 (no unit)
ln[eps(1/2)/eps(0)], from integral: -0.00711 (no unit)
ln[eps(1/2)/eps(0)], from energies: -0.00711 (no unit)
<r1.r2> in H-: -0.687 scaled a.u.
<r1.r2> in Ps-: 0.457 scaled a.u.
Polarization only: <p1.p2> = -0.27580 scaled a.u.
Polarization only: <r1.r2> = 0.660 scaled a.u.
Trial function decay k: 0.7 scaled a.u.
Trial slope d<p1.p2>/d eta: -1.5000 scaled a.u.
Trial slope d<r1.r2>/d eta: 24.9896 scaled a.u.
lambda where <p1.p2> = 0: 0.330 (no unit)
Mass M where <p1.p2> = 0: 2.03 m_e
Largest eps: -0.52256 scaled a.u.
One-electron threshold for Ps-: -0.2500 hartree
Binding, scaled H-: 0.013875 hartree
Binding, Ps-: 0.012005 hartree
Shift / scaled H- binding: 13.5 percent
\end{verbatim}
